# Mean Field in the Pores of a Two-Phase Dielectric Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: the pore field from two averages

Q: I have a porous insulating film between two parallel plates. I know the permittivity of the film, that of its solid part, and the porosity. I want the field in the pores, and I doubt that three numbers can give it. A flat pore lying across the field must behave differently from a long pore lying along it.

A: It does. The field also varies from point to point inside one pore, and three numbers cannot give that variation. So let us ask for less: the average, over the volume of all the pores together, of the field component along the applied field. Whether three numbers suffice for that can be decided from the laws of electrostatics.

Q: Then state what you assume about the film.

A: The plates have area $A$, lie at $z=0$ and $z=d$, and are held at potentials $V$ and $0$. The film fills the gap. Its solid walls have one uniform, isotropic relative permittivity $k_m>1$. Its pores contain air, whose relative permittivity I set to 1, and occupy a fraction $p$ of the volume, with $0<p<1$. The response is linear, so that at each point

$$\mathbf D=\varepsilon_0\,\epsilon(\mathbf r)\,\mathbf E,\qquad \epsilon=1\ \text{in air},\quad \epsilon=k_m\ \text{in the walls}.$$

There is no free or trapped charge inside the film, and no flux of $\mathbf D$ leaves through its sides. In a wide capacitor the last condition neglects the fringing field at the rim, which matters less the wider the plates are compared with $d$.

Q: And what is the permittivity of the film as a whole? It is neither 1 nor $k_m$ anywhere.

A: It is defined by the capacitance of this same film. If the plate at $z=0$ carries the charge $Q$, then

$$\frac QV=\varepsilon_0 k\frac Ad .$$

This defines $k$. No theory of mixtures has entered.

Q: "Applied field" also needs a meaning. The field in the film is not uniform.

A: I take it to be $E_0=V/d$. To see what that is inside the film, follow a straight line from one plate to the other. Since $\mathbf E=-\nabla\phi$ and the potential $\phi$ is continuous across every pore surface,

$$\int_0^d E_z\,dz=\phi(z=0)-\phi(z=d)=V .$$

The line may cross many pores or none; the result is the same. Integrate over all such lines, that is, over the area $A$, and divide by the volume $Ad$. With angle brackets for the average over the whole film,

$$\langle E_z\rangle=\frac{1}{Ad}\,A\,V=\frac Vd=E_0 .$$

So the applied field is the mean field inside the film.

Q: That is one average over air and solid together. It cannot separate them.

A: No, a second average is needed, and $\mathbf D$ supplies it. Without free charge, $\nabla\cdot\mathbf D=0$ inside each material, and the normal component of $\mathbf D$ is continuous at each pore surface. Take the slab of film between two planes of constant $z$. The total flux out of it is zero, and none leaves by the sides, so the flux entering through one plane leaves through the other. The integral of $D_z$ over a plane is therefore the same for every plane. At the plate $z=0$ it equals the charge $Q$, by Gauss's law, because there is no field inside the metal. Hence

$$\langle D_z\rangle=\frac{1}{Ad}\int_0^d Q\,dz=\frac QA=\varepsilon_0kE_0 .$$

The last equality is the definition of $k$ with $V/d=E_0$.

Q: I accept both averages. Now separate the phases.

A: Let $E_p$ be the mean of $E_z$ over the pore volume and $E_w$ its mean over the wall volume. The pores hold the fraction $p$ of the volume and the walls the fraction $1-p$, so the average over the film is

$$E_0=pE_p+(1-p)E_w. \tag{1}$$

In the pores $D_z/\varepsilon_0$ equals $E_z$, and in the walls it equals $k_mE_z$. Because $k_m$ is the same throughout the walls, it can be taken out of the wall average:

$$kE_0=pE_p+k_m(1-p)E_w. \tag{2}$$

Multiply (1) by $k_m$ and subtract (2). The wall terms cancel:

$$(k_m-k)E_0=k_m\,pE_p-pE_p=p(k_m-1)E_p .$$

Neither $p$ nor $k_m-1$ is zero, so we may divide by them:

$$f\equiv\frac{E_p}{E_0}=\frac{k_m-k}{p\,(k_m-1)}. \tag{3}$$

Q: The shapes have vanished. That is what I find suspicious: you never used them, yet you agreed that they matter.

A: They are inside $k$. Two films with the same $k_m$ and $p$ but different pore shapes will in general have different capacitances, and (3) then assigns them different pore fields. Once $k$ has been measured on the film in question, the shapes have no further influence on this particular average. Porosity and wall permittivity alone would not be enough.

Q: Is there a way to see this without elimination? I would like to know why the walls drop out.

A: Consider the combination $D_z/\varepsilon_0-k_mE_z$. It is zero at every point of the walls, however complicated the field is there. In the pores it equals $(1-k_m)E_z$. Its average over the film therefore comes from the pores alone:

$$\langle D_z/\varepsilon_0-k_mE_z\rangle=p(1-k_m)E_p .$$

The two averages found before make the left side $(k-k_m)E_0$. Changing both signs gives (3) again. In words, the amount by which the film falls short of solid material is a direct measure of the field in the missing material.

Q: What does the numerator over $k_m-1$ mean by itself?

A: Multiply (3) by $p$:

$$pf=\frac{k_m-k}{k_m-1}.$$

By the definition of the pore average, $pE_p$ is the integral of $E_z$ over the pores divided by $Ad$. Divided by $E_0=V/d$, it is the part of the voltage that drops in air, averaged over all straight lines from plate to plate, as a fraction of $V$. If air took a share of the voltage equal to its share of the volume, $f$ would be 1.

Q: Then the walls must take the rest.

A: Yes. Solving (1) for the wall field gives

$$\frac{E_w}{E_0}=\frac{1-pf}{1-p}. \tag{4}$$

If $f>1$, then $1-pf<1-p$ and the mean wall field is below $E_0$.

Q: Suppose I call something else the applied field. I might put the film in series with a vacuum gap and quote the field in the gap.

A: Then the ratio changes. To keep the film's own boundary conditions, place a thin uncharged metal sheet between the film and the gap. The charges on its two faces are equal and opposite, so the mean of $D_z$ is the same on both sides. In the gap this mean is $\varepsilon_0E_{\rm gap}$ and in the film it is $\varepsilon_0kE_0$. Thus

$$E_{\rm gap}=kE_0,\qquad \frac{E_p}{E_{\rm gap}}=\frac fk .$$

Equation (3) holds with $E_0$ as the voltage across the film divided by its thickness. It does not hold with the gap field in its place.

Q: I had expected you to require an isotropic film. You have not used isotropy.

A: Not for the component along $z$. The $k$ in (3) is whatever the capacitance along $z$ gives, and the film may have another permittivity in other directions. Isotropy matters when you ask for the direction of the mean pore field.

Q: By symmetry it should lie along $z$.

A: If there is symmetry. Take a film that is wide compared with its thickness and thick compared with its pores. With no charge inside, the potential has no maximum or minimum in the interior, so it lies between 0 and $V$ everywhere. Along a line of length $L$ in the $x$ direction the integral of $E_x$ is a difference of two such potentials, so its magnitude is at most $V$. The average of $E_x$ is then at most $V/L$ in magnitude, which is small compared with $V/d$ when $L\gg d$. The same holds for $y$. So $\langle\mathbf E\rangle=\mathbf E_0$, a vector along $z$.

The mean of $\mathbf D$ need not be parallel to it. For a linear film it is

$$\langle\mathbf D\rangle=\varepsilon_0\mathsf K\mathbf E_0,$$

where $\mathsf K$ is the permittivity tensor of the film. The combination $\mathbf D/\varepsilon_0-k_m\mathbf E$ still vanishes in the walls, because the wall material is isotropic, and it equals $(1-k_m)\mathbf E$ in the pores. Averaging gives

$$(\mathsf K-k_m\mathsf I)\mathbf E_0=p(1-k_m)\langle\mathbf E\rangle_{\rm pore},$$

$$\langle\mathbf E\rangle_{\rm pore}=\frac{(k_m\mathsf I-\mathsf K)\mathbf E_0}{p(k_m-1)}, \tag{5}$$

with $\mathsf I$ the unit tensor. In an isotropic film $\mathsf K=k\mathsf I$, the mean pore field is parallel to $\mathbf E_0$, and (3) is its whole magnitude.

Q: Show me a film in which the transverse part is there.

A: Stack flat layers of air and solid, and tilt the normal $\mathbf n$ of the layers by an angle $\theta$ from $z$ in the $xz$ plane. We need the permittivity for a field along $\mathbf n$ and for a field in the plane of the layers.

For a field along $\mathbf n$ the displacement is the same in all layers. Call it $D$. The fields are $D/\varepsilon_0$ in air and $D/(\varepsilon_0k_m)$ in the solid, and their mean is $(D/\varepsilon_0)[p+(1-p)/k_m]$. The permittivity is $D/\varepsilon_0$ divided by this mean:

$$k_n=\frac{1}{p+(1-p)/k_m}=\frac{k_m}{1-p+pk_m}.$$

For a field in the plane of the layers it is $\mathbf E$ that is the same in all of them, so the displacements average:

$$k_t=p+(1-p)k_m .$$

Take $k_m=3.0$ and $p=0.216$. Then $k_n=3/(0.784+0.648)=2.095$ and $k_t=0.216+2.352=2.568$.

A unit field along $z$ has the component $\cos\theta$ along $\mathbf n=(\sin\theta,\cos\theta)$ and the component $-\sin\theta$ along the in-plane direction $\mathbf t=(\cos\theta,-\sin\theta)$, written as $(x,z)$ pairs. The mean displacement divided by $\varepsilon_0$ is $k_n\cos\theta\,\mathbf n-k_t\sin\theta\,\mathbf t$. Its $z$ and $x$ components are

$$K_{zz}=k_n\cos^2\theta+k_t\sin^2\theta,\qquad K_{xz}=(k_n-k_t)\sin\theta\cos\theta .$$

For $\theta=35^\circ$ these are $K_{zz}=2.251$ and $K_{xz}=-0.222$. With $p(k_m-1)=0.432$, equation (5) gives

$$\frac{E_{p,z}}{E_0}=\frac{3-2.251}{0.432}=1.73,\qquad \frac{E_{p,x}}{E_0}=\frac{0.222}{0.432}=0.51 .$$

Q: That is your formula applied to itself. Does the pore field really point that way?

A: It can be found without $\mathsf K$. In each layer the field is uniform. Its in-plane component is the same in air and solid, its normal component in air is $k_m$ times that in the solid, and the volume average of the two fields is $\mathbf E_0$. Those conditions fix both fields. Solved numerically for this case, they give 1.7347 along $z$ and 0.5145 across it, in agreement with (5).

The transverse part also has a simple origin. At a layer surface the normal component of the field is larger in air by the factor $k_m$ while the in-plane component is unchanged, so the field in air is turned towards the layer normal.

Q: And which films count as isotropic? Mine is not a liquid.

A: Isotropy of $\mathsf K$ is enough, and cubic symmetry provides it. Suppose the structure is unchanged by the reflection $x\to-x$. The reflection reverses the sign of $K_{xy}$ and $K_{xz}$, yet must leave $\mathsf K$ as it was, so both vanish. The reflection $y\to-y$ removes $K_{yz}$ in the same way. If the structure is also unchanged when the three axes are interchanged, the diagonal elements are equal. Then $\mathsf K=k\mathsf I$, although the pores themselves may be cubes.

Q: You divided by $p$ and by $k_m-1$. What happens when either becomes small?

A: For $p\to0$ the film becomes solid and $k\to k_m$, so (3) tends to the form $0/0$. Its limit is a slope. Since $k=k_m$ at $p=0$, we have $k_m-k\approx-p\,(dk/dp)_{p=0}$, and

$$f\to-\frac{1}{k_m-1}\left(\frac{dk}{dp}\right)_{p=0}.$$

Here $dk/dp$ is taken at fixed pore shape, and it does depend on that shape. A finite pore field thus survives in the limit of a few isolated pores. In practice both $k_m-k$ and $p$ are then small numbers, and errors in them matter more. For $k_m\to1$ there is no contrast left between wall and air, and the field must become uniform. Equation (3) does not show that by itself; it needs limits on how far $k$ can lie from $k_m$.

## Second half: limits, a worked film, and failures

Q: Let me collect what I have conceded. The film lies between plates at voltage $V$ and distance $d$, with $E_0=V/d$. The walls have permittivity $k_m$, the pores have permittivity 1 and volume fraction $p$, and $k$ comes from the capacitance. Angle brackets are averages over the film, for which $\langle E_z\rangle=E_0$ and $\langle D_z\rangle=\varepsilon_0kE_0$. The mean pore field $E_p$ and mean wall field $E_w$ along $z$ obey

$$f=\frac{E_p}{E_0}=\frac{k_m-k}{p(k_m-1)},\qquad \frac{E_w}{E_0}=\frac{1-pf}{1-p}.$$

Now tell me which values of $f$ are possible.

A: We need the energy. Integrate $\mathbf D\cdot\mathbf E=-\mathbf D\cdot\nabla\phi$ over the film. Since $\nabla\cdot\mathbf D=0$, this integrand equals $-\nabla\cdot(\phi\mathbf D)$, and the integral becomes a surface integral of $-\phi\,\mathbf D\cdot\mathbf n$ with $\mathbf n$ the outward normal. The pore surfaces contribute nothing, because $\phi$ and the normal component of $\mathbf D$ are continuous there. The sides carry no flux. The plate at $z=d$ has $\phi=0$. At $z=0$ we have $\phi=V$ and $\mathbf D\cdot\mathbf n=-D_z$, so the result is $+VQ$. Dividing by $\varepsilon_0Ad$,

$$\langle\epsilon E^2\rangle=\frac{VQ}{\varepsilon_0Ad}=E_0\,\frac{Q}{\varepsilon_0A}=kE_0^2 .$$

Now use the Cauchy-Schwarz inequality, $\langle ab\rangle^2\le\langle a^2\rangle\langle b^2\rangle$, twice. With $a=\sqrt\epsilon$ and $b=\sqrt\epsilon\,E_z$,

$$k^2E_0^2=\langle\epsilon E_z\rangle^2\le\langle\epsilon\rangle\langle\epsilon E_z^2\rangle\le\langle\epsilon\rangle\,kE_0^2 ,$$

so $k\le\langle\epsilon\rangle$. With $a=1/\sqrt\epsilon$ and the same $b$,

$$E_0^2=\langle E_z\rangle^2\le\langle1/\epsilon\rangle\langle\epsilon E_z^2\rangle\le\langle1/\epsilon\rangle\,kE_0^2 ,$$

so $k\ge1/\langle1/\epsilon\rangle$. For our two phases,

$$\frac{k_m}{1-p+pk_m}\le k\le p+(1-p)k_m .$$

The mean pore field along the applied field follows exactly from $k$, $k_m$ and $p$ within the stated assumptions, and $k$ itself has been shown to lie between two limits. It remains to turn these into limits on $f$, to test the relation on particular pore shapes and a film with numbers, and to see how errors in the inputs, water, trapped charge and leakage affect it.

Numerical values quoted here were computed with a short program.
